# Dielectric constants of a monolayer from its supercell

## The problem

A flat, insulating monolayer is described in a periodic cell of height \(L=20\) Å along its normal \(z\). The cell contains the layer and vacuum. Its static relative permittivity, taken as that of a uniform medium filling the whole cell, is

\[
C_\parallel=5.00,\qquad C_\perp=1.30 ,
\]

for fields in the plane and along the normal. These are round model values, not those of a particular material. The layer is to be represented by a uniform slab of thickness \(t=6\) Å with constants \(s_\parallel\) and \(s_\perp\).

(a) How do the constants of a stack of layers follow from those of its members?

(b) What are \(s_\parallel\) and \(s_\perp\)?

(c) What would the cell constants be at \(L=30\) Å?

(d) How far can the slab constants be trusted?

In the numerical output, \(C_\parallel\) and \(C_\perp\) are written E_par and E_perp, while e_par and e_perp denote constants of a slab or a stack.

## A tempting solution

Permittivity measures polarization, and vacuum has none. The polarization of the cell is therefore that of the slab, diluted by the factor \(t/L\). Since the susceptibility is the relative permittivity minus one, it seems that in either direction

\[
C-1=\frac tL(s-1),\qquad\text{so}\qquad s=1+\frac Lt(C-1).
\]

With \(L/t=3.3333\) this gives

\[
s_\parallel=1+3.3333\times4.00=14.33,\qquad
s_\perp=1+3.3333\times0.30=2.00 .
\]

The first number is right and the second is wrong.

## Where it fails

The dilution of the polarization is sound: the mean polarization is \(\langle P\rangle=(t/L)P_{\rm slab}\). The fault lies in the next step. The slab responds to the field inside it,

\[
P_{\rm slab}=\varepsilon_0(s-1)E_{\rm slab},
\]

whereas the cell constant is defined with the mean field,

\[
\langle P\rangle=\varepsilon_0(C-1)\langle E\rangle .
\]

Equating the two expressions for \(\langle P\rangle\) gives

\[
C-1=\frac tL(s-1)\,\frac{E_{\rm slab}}{\langle E\rangle}.
\]

The tempting rule sets the last ratio to one. For a normal field this contradicts electrostatics. If the field were the same in slab and vacuum, the displacement \(D=\varepsilon_0\varepsilon E\) would be 2.00 times larger in the slab than outside, and such a jump requires free charge on the surfaces. There is none. The polarization charge on the surfaces instead weakens the field inside the slab, and the ratio is below one.

## (a) The two averages

Let layer \(i\) have thickness \(t_i\), in-plane constant \(\varepsilon_{\parallel,i}\) and normal constant \(\varepsilon_{\perp,i}\), all positive. The normal is a principal axis of every layer, so an in-plane field produces no normal displacement within a layer, and conversely. The stack repeats with period \(L=\sum_i t_i\), and \(f_i=t_i/L\) are the thickness fractions, with \(\sum_i f_i=1\). The response is local, the interfaces are flat and carry no free charge, and the fields are static, with period averages that change little from one period to the next.

The macroscopic constant is the ratio of the mean displacement to \(\varepsilon_0\) times the mean field, both means being taken over a full period.

Take fields that depend on \(z\) alone. The static condition \(\nabla\times\mathbf E=0\) contains

\[
\frac{\partial E_x}{\partial z}=\frac{\partial E_z}{\partial x}=0,
\]

so the in-plane field is the same in all layers. The condition \(\nabla\cdot\mathbf D=0\) reduces to

\[
\frac{\partial D_z}{\partial z}=0,
\]

so the normal displacement is the same in all layers.

**In-plane field.** The common quantity is \(E_x\), and \(D_{x,i}=\varepsilon_0\varepsilon_{\parallel,i}E_x\). Averaging the displacement gives

\[
\langle D_x\rangle=\sum_i f_iD_{x,i}
=\varepsilon_0\Big(\sum_i f_i\varepsilon_{\parallel,i}\Big)E_x .
\]

Because \(\langle E_x\rangle=E_x\), the macroscopic constant is the arithmetic mean,

\[
\boxed{\;\bar\varepsilon_\parallel=\sum_i f_i\,\varepsilon_{\parallel,i}\;}
\]

**Normal field.** The common quantity is \(D_z\), and \(E_{z,i}=D_z/(\varepsilon_0\varepsilon_{\perp,i})\). Averaging the field gives

\[
\langle E_z\rangle=\sum_i f_iE_{z,i}
=\frac{D_z}{\varepsilon_0}\sum_i\frac{f_i}{\varepsilon_{\perp,i}} .
\]

By definition \(\langle E_z\rangle=D_z/(\varepsilon_0\bar\varepsilon_\perp)\), so the macroscopic constant is the harmonic mean,

\[
\boxed{\;\frac1{\bar\varepsilon_\perp}=\sum_i\frac{f_i}{\varepsilon_{\perp,i}}\;}
\]

The layers act as capacitors in parallel for an in-plane field and in series for a normal one. In series, the layer with the smallest constant takes the largest field.

A stack with a period of 16 Å shows the difference. Its layers have thicknesses 3, 5, 2 and 6 Å, in-plane constants 2, 12, 5 and 1, and normal constants 3, 4, 8 and 1. The last layer is vacuum. Then

\[
\bar\varepsilon_\parallel=\frac{3\cdot2+5\cdot12+2\cdot5+6\cdot1}{16}=5.125,
\]

\[
\bar\varepsilon_\perp=\frac{16}{3/3+5/4+2/8+6/1}=\frac{16}{8.5}=1.882 .
\]

In the second denominator the vacuum contributes 6 of the total 8.5. It fills 37.5% of the thickness but takes about 71% of the normal voltage drop.

These values were tested against a direct solution of \(-\nabla\cdot(\varepsilon\nabla\phi)=\rho\) for a long charge wave, which uses neither average. The test also included a wavevector tilted by \(35^\circ\) from the plane. There the macroscopic field is parallel to \(\mathbf q\), and only the component of \(\mathbf D\) along \(\mathbf q\) enters \(\nabla\cdot\mathbf D\), so the constant seen is

\[
\frac{q_x^2\bar\varepsilon_\parallel+q_z^2\bar\varepsilon_\perp}{q^2}
=5.125\cos^2 35^\circ+1.882\sin^2 35^\circ=4.058,
\]

in agreement with the direct solution.

**A condition on the input.** Suppose the field along \(z\) is held uniform, so that the charges induced at the interfaces cannot redistribute it. The mean displacement is then \(\varepsilon_0E_z\sum_i f_i\varepsilon_{\perp,i}\), and the arithmetic mean appears for the normal direction too. For this stack it is

\[
\frac{3\cdot3+5\cdot4+2\cdot8+6\cdot1}{16}=3.19
\]

instead of 1.88. The variation of the induced field within the cell is called the local-field effect. A value of \(C_\perp\) that omits it must not be inserted into the harmonic rule.

## (b) The slab constants

For one slab in vacuum the fractions are \(t/L\) and \(1-t/L\), and the vacuum constant is one. The in-plane average reads

\[
C_\parallel=\frac tL s_\parallel+1-\frac tL
=1+\frac tL(s_\parallel-1).
\]

Subtracting one and multiplying by \(L/t\) gives

\[
s_\parallel=1+\frac Lt(C_\parallel-1)=1+3.3333\times4.00=14.33 .
\]

The normal average reads

\[
\frac1{C_\perp}=\frac tL\frac1{s_\perp}+1-\frac tL
=1-\frac tL\Big(1-\frac1{s_\perp}\Big).
\]

Solving for the bracket and then for \(1/s_\perp\) gives

\[
\frac1{s_\perp}=1-\frac Lt\Big(1-\frac1{C_\perp}\Big)
=1-3.3333\,(1-0.76923)=0.2308,
\]

so \(s_\perp=4.33\), more than twice the value 2.00 of the tempting solution. A slab with \(s_\parallel=14.33\) and \(s_\perp=4.33\), put back into the 20 Å cell and solved directly, returns 5.00 and 1.30.

It is instructive to see when the tempting rule would have been adequate. Define

\[
x=\frac Lt\Big(1-\frac1{C_\perp}\Big).
\]

The correct result is \(s_\perp=1/(1-x)\). Since \(C_\perp-1=C_\perp(1-1/C_\perp)\), the tempting one is \(1+C_\perp x\). For small \(x\) the first is \(1+x+x^2+\dots\). Also \(1/C_\perp=1-(t/L)x\), so \(C_\perp\) differs from one by a term of order \(x\), and the second is \(1+x\) up to order \(x^2\). The two agree to first order in \(x\), which is the limit of a weakly polarizable slab. A value of \(C_\perp\) close to one does not by itself ensure this, because \(L/t\) may be large. Here \(x=0.77\), which is not small.

## (c) Another cell height

Rearranging the two averages collects everything that belongs to the layer on one side:

\[
a_\parallel\equiv L(C_\parallel-1)=t(s_\parallel-1),
\]

\[
a_\perp\equiv L\Big(1-\frac1{C_\perp}\Big)=t\Big(1-\frac1{s_\perp}\Big).
\]

The right-hand sides do not contain \(L\). Both quantities are lengths, and they have a direct meaning. For an in-plane field, the induced dipole per area is

\[
tP_x=\varepsilon_0t(s_\parallel-1)E_x=\varepsilon_0a_\parallel E_x .
\]

For a normal field, the field in the slab is \(D_z/(\varepsilon_0s_\perp)\), so

\[
tP_z=t(s_\perp-1)\frac{D_z}{s_\perp}=a_\perp D_z
=\varepsilon_0a_\perp E_{z,\rm vac},
\]

where the last step uses \(D_z=\varepsilon_0E_{z,\rm vac}\) in the vacuum. The two lengths are thus the layer's polarizabilities per area: one refers to the common in-plane field, the other to the normal field outside the layer.

For the given cell,

\[
a_\parallel=20\times4.00=80.0\ \text{Å},\qquad
a_\perp=20\times(1-0.76923)=4.615\ \text{Å}.
\]

At \(L=30\) Å they give

\[
C_\parallel=1+\frac{80.0}{30}=3.67,\qquad
C_\perp=\frac1{1-4.615/30}=1.18 .
\]

A direct solution for the taller cell agrees with both. As \(L\to\infty\) the two cell constants tend to one, because the cell is then almost all vacuum. They are properties of the cell, whereas \(a_\parallel\) and \(a_\perp\) belong to the layer. This holds as long as added vacuum does not change the layer's own response. Electron clouds of neighbouring images that overlap would violate that assumption.

## (d) How far the slab constants can be trusted

**The thickness is a choice.** A real layer has no sharp dielectric edge. Repeating the inversion of the same cell data with other thicknesses gives:

| \(t\) (Å) | \(s_\parallel\) | \(s_\perp\) |
|---|---|---|
| 5 | 17.0 | 13.0 |
| 6 | 14.3 | 4.33 |
| 7 | 12.4 | 2.94 |

All three slabs have the same \(a_\parallel\) and \(a_\perp\), and hence the same long-wave cell constants at every \(L\) that leaves room for the slab. The long-wave cell constants cannot decide between them. At finite in-plane wavevector the slabs do differ: the coefficient of \((qL)^2\) derived at the end of this part contains \((L-t)^2\) and equals \(-0.115\), \(-0.101\) and \(-0.087\) for \(t=5\), 6 and 7 Å.

The steep change of \(s_\perp\) follows from its form in terms of \(a_\perp\),

\[
s_\perp=\frac1{1-a_\perp/t}=\frac t{t-a_\perp}.
\]

It diverges as \(t\) falls to \(a_\perp=4.615\) Å and is negative below that. A finite, positive slab constant therefore requires \(t>a_\perp\). The reason is physical: a slab with a positive constant, however large, can do no more than expel the normal field from its own thickness. Letting \(s_\perp\to\infty\) in the normal average gives \(1/C_\perp=1-t/L\), which is the observed value when \(t=a_\perp\). If a proposed thickness yields a negative \(s_\perp\) for an ordinary dielectric, the slab is too thin for the data, or the data do not meet the assumptions, for example because local fields were left out. A negative value is not forbidden in itself: \(t=4\) Å with \(s_\perp=-6.5\) also returns \(C_\perp=1.30\), with the field inside the slab reversed. Such overscreening can occur in a ferroelectric-type layer whose polarization is held in check by the depolarizing field, a case outside the assumption of positive constants made here.

**The choice matters in another surrounding.** Let the vacuum be replaced by a uniform isotropic medium of constant \(b\), with the slab unchanged. The in-plane average becomes \(C_\parallel=b+(t/L)(s_\parallel-b)\), so

\[
L(C_\parallel-b)=t(s_\parallel-1)-t(b-1)=a_\parallel-t(b-1).
\]

For the normal direction, \(1/C_\perp=1/b-(t/L)(1/b-1/s_\perp)\), so

\[
L\Big(\frac1b-\frac1{C_\perp}\Big)
=t\Big(1-\frac1{s_\perp}\Big)-t\Big(1-\frac1b\Big)
=a_\perp-t\Big(1-\frac1b\Big).
\]

The thickness now appears explicitly, because it fixes how much of the medium the slab displaces. The three slabs of the table, equivalent in vacuum, are no longer equivalent when \(b\neq1\). A thickness used there needs a justification beyond the vacuum cell constants.

**Errors of the input are magnified.** In the plane, \(ds_\parallel/dC_\parallel=L/t=3.33\). For the normal direction, differentiate the equation for \(1/s_\perp\):

\[
-\frac{ds_\perp}{s_\perp^2}=-\frac Lt\,\frac{dC_\perp}{C_\perp^2},
\qquad\text{so}\qquad
\frac{ds_\perp}{dC_\perp}=\frac Lt\Big(\frac{s_\perp}{C_\perp}\Big)^2 .
\]

With the numbers of the example,

\[
\frac{ds_\perp}{dC_\perp}=3.3333\Big(\frac{4.333}{1.30}\Big)^2=37.0 .
\]

An error of 0.01 in \(C_\perp\), which is 0.8% of its value, shifts \(s_\perp\) by about 0.37, or 9% of its value. The full inversion gives 3.99 for \(C_\perp=1.29\) and 4.73 for \(C_\perp=1.31\). The upward shift is the larger one because the slope itself grows with \(C_\perp\). To see this, multiply numerator and denominator of the inversion by \(C_\perp\):

\[
s_\perp=\frac{C_\perp}{L/t-(L/t-1)C_\perp},\qquad
\frac{ds_\perp}{dC_\perp}=\frac{L/t}{\big[L/t-(L/t-1)C_\perp\big]^2}.
\]

For \(L>t\) the bracket shrinks as \(C_\perp\) rises, while it remains positive.

More vacuum makes the magnification worse. For a fixed slab with \(s_\perp>1\), a larger \(L\) raises the factor \(L/t\) and lowers \(C_\perp\) towards one, and both changes increase the slope. The cell should be tall enough to separate the images, but extra height beyond that demands more digits in \(C_\perp\).

**The field must vary slowly in the plane.** For a purely normal charge wave \(\rho e^{iqz}\), with \(qL\) not a multiple of \(2\pi\), the displacement \(D_z=\rho e^{iqz}/(iq)\) does not depend on the layers. The \(e^{iqz}\) component of \(E_z=D_z/(\varepsilon_0\varepsilon_\perp)\) then carries the factor \(\langle1/\varepsilon_\perp\rangle\), and the harmonic mean holds without correction in this local model. For an in-plane wavevector \(q\), the arithmetic mean is only a limit, and the departure from it can be derived. Place a charge wave \(\rho e^{iqx}\) in the cell, with \(\rho\) independent of \(z\), and write the potential as \(\phi(z)e^{iqx}\). Then

\[
-\frac d{dz}\Big(\varepsilon_\perp\frac{d\phi}{dz}\Big)+q^2\varepsilon_\parallel\phi
=\frac\rho{\varepsilon_0},
\]

and the constant seen at this wavevector is \(C(q)=\rho/(\varepsilon_0q^2\langle\phi\rangle)\). At leading order \(\phi\) is the constant \(\phi_0=\rho/(\varepsilon_0q^2C_\parallel)\), which reproduces the arithmetic mean. The first correction \(\phi_1(z)\) obeys

\[
\frac{dg}{dz}=\frac\rho{\varepsilon_0}\Big(1-\frac{\varepsilon_\parallel}{C_\parallel}\Big),
\qquad g=-\varepsilon_\perp\frac{d\phi_1}{dz}.
\]

Averaging the full equation over a period removes the derivative term, and at the next order this requires \(\langle\varepsilon_\parallel\phi_1\rangle=0\). Multiply the equation for \(g\) by \(\phi_1\) and average. On the left, integration by parts over a period gives \(-\langle g\,\phi_1'\rangle=\langle g^2/\varepsilon_\perp\rangle\). On the right, the second term vanishes. Hence

\[
\langle\phi_1\rangle=\frac{\varepsilon_0}\rho\Big\langle\frac{g^2}{\varepsilon_\perp}\Big\rangle>0,
\]

so the mean potential is raised and \(C(q)\) lies below \(C_\parallel\) at this order.

By symmetry \(g\) vanishes at the centres of the slab and of the vacuum. It is linear in between, with its largest magnitude at the surfaces. Following it through half the vacuum gives

\[
g_{\rm m}=\frac\rho{\varepsilon_0}\Big(1-\frac1{C_\parallel}\Big)\frac{L-t}2 .
\]

The mean of \(g^2\) is \(g_{\rm m}^2/3\) in each region, so \(\langle g^2/\varepsilon_\perp\rangle=(g_{\rm m}^2/3)(1/C_\perp)\) by the harmonic rule. The relative departure, \(-\langle\phi_1\rangle/\phi_0\), is therefore

\[
\frac{C(q)-C_\parallel}{C_\parallel}\simeq
-\frac{C_\parallel}{C_\perp}\Big(1-\frac1{C_\parallel}\Big)^2\frac{q^2(L-t)^2}{12}.
\]

For the 20 Å cell, \((L-t)/L=0.70\), and the right-hand side is

\[
-\frac{5.00}{1.30}\times0.80^2\times\frac{0.70^2}{12}\,(qL)^2=-0.1005\,(qL)^2 .
\]

At \(qL=0.1\) this predicts a drop of 0.0050 from 5.00, and the direct solution gives 4.9950. At \(qL=1\) the leading term would give 4.50, while the direct solution gives 4.56, so higher orders are then visible. The arithmetic mean is thus a long-wave result: in this cell it is good to about 0.1% at \(qL=0.1\), but it is about 10% too high at \(qL=1\).

## Table of computed values

```
Four-layer stack: thickness (angstrom), e_par, e_perp
  3.0  2.0  3.0
  5.0  12.0  4.0
  2.0  5.0  8.0
  6.0  1.0  1.0
stack period: 16.0 angstrom
stack e_par, arithmetic mean: 5.1250
stack e_par, field solution: 5.1249
stack e_perp, harmonic mean: 1.8824
stack e_perp, field solution: 1.8824
stack, q tilted 35 deg from plane, formula: 4.0582
stack, q tilted 35 deg, field solution: 4.0582
stack e_perp without local fields: 3.1875
Supercell height L: 20.0 angstrom
slab thickness t: 6.0 angstrom
supercell E_par: 5.00
supercell E_perp: 1.30
L/t: 3.3333
1/E_perp: 0.76923
slab e_par: 14.333
slab 1/e_perp: 0.23077
slab e_perp: 4.333
slab put back, E_par field solution: 4.9999
slab put back, E_perp field solution: 1.3000
a_par: 80.00 angstrom
a_perp = smallest thickness: 4.615 angstrom
L = 30 angstrom, E_par predicted: 3.6667
L = 30 angstrom, E_par solved: 3.6666
L = 30 angstrom, E_perp predicted: 1.1818
L = 30 angstrom, E_perp solved: 1.1818
Thickness choice: t (angstrom), slab e_par, slab e_perp
  5.0  17.000  13.000
  6.0  14.333  4.333
  7.0  12.429  2.935
error gain in plane: 3.33
error gain out of plane: 37.04
slab e_perp if E_perp = 1.29: 3.990
slab e_perp if E_perp = 1.31: 4.735
slab e_perp by the wrong (in-plane) rule: 2.000
E_par seen at qL = 0.1: 4.99498
E_par seen at qL = 0.2: 4.98002
E_par seen at qL = 1.0: 4.5619
ratio of departures, qL 0.2 to 0.1: 3.982
```
